# Angular quadrature for nonlocal pseudopotentials: why six points fail for d on d

An electron in a $d_{xy}$ orbital sits 0.5 bohr from a core, in the direction $(1,2,2)/3$. A pseudopotential that acts on the d channel gives it a local energy of $-3.033$ hartree. If the angular integral behind this number is done with six points at the vertices of an octahedron, the result is $0$ when the vertices lie on the $x,y,z$ axes, and $-7.582$ hartree when the octahedron is turned by $45^\circ$ about $z$. Twelve points at the vertices of an icosahedron give $-3.033$ hartree. The theorem below says which of these rules must be exact, and Proposition 1 gives the two octahedron values.

## Setting

Hartree atomic units are used. Fix all electrons but one, and let that one move on the sphere of radius $r$ about the core. The real trial function $\Psi$ then becomes a function $f(\mathbf u)=\Psi(r\mathbf u)$ of a unit vector $\mathbf u$. Let $Y_{lm}$ be orthonormal real spherical harmonics and $H_l$ the $(2l+1)$-dimensional space they span. The channel-$l$ part of the pseudopotential multiplies the $H_l$ component of $f$ by $v_l(r)$. That component is

$$(P_lf)(\hat{\mathbf r})=\sum_m Y_{lm}(\hat{\mathbf r})\int Y_{lm}(\mathbf u)f(\mathbf u)\,d\Omega .$$

The addition theorem,

$$\sum_m Y_{lm}(\mathbf a)Y_{lm}(\mathbf b)=\frac{2l+1}{4\pi}P_l(\mathbf a\cdot\mathbf b),\tag{1}$$

turns the sum into

$$(P_lf)(\hat{\mathbf r})=\frac{2l+1}{4\pi}\int P_l(\hat{\mathbf r}\cdot\mathbf u)f(\mathbf u)\,d\Omega .\tag{2}$$

Here $P_l$ with an argument is the Legendre polynomial, and $P_l$ acting on a function is the projector. The contribution to the local energy, where $f(\hat{\mathbf r})\neq0$, is $v_l(r)(P_lf)(\hat{\mathbf r})/f(\hat{\mathbf r})$.

A quadrature rule has unit vectors $\mathbf u_i$ and real weights $w_i$ with $\sum_iw_i=1$. It replaces the spherical average $\frac1{4\pi}\int d\Omega$ by $\sum_iw_i$, so that (2) becomes

$$(Q_lf)(\hat{\mathbf r})=(2l+1)\sum_iw_iP_l(\hat{\mathbf r}\cdot\mathbf u_i)f(\mathbf u_i).\tag{3}$$

The rule *integrates degree $L$* if $\sum_iw_ig(\mathbf u_i)=\frac1{4\pi}\int g\,d\Omega$ for every $g\in H_L$. For $L\ge1$ the right side is zero. Degree 0 is integrated because the weights sum to one.

## Theorem

Let $D(l,l')=\{|l-l'|,\,|l-l'|+2,\dots,\,l+l'\}$.

**(a)** $Q_lf=P_lf$ for every direction $\hat{\mathbf r}$ and every $f\in H_{l'}$ if and only if the rule integrates every degree in $D(l,l')$.

**(b)** The same equality holds for every $f$ with content $l'=0,\dots,l'_{\max}$ if and only if the rule integrates every degree from $\max(0,l-l'_{\max})$ to $l+l'_{\max}$.

**(c)** The octahedron rule with equal weights integrates degrees 1, 2 and 3 but not 4. It therefore fails for a d projector on d content, where $D(2,2)=\{0,2,4\}$.

The rule is held fixed here while $\hat{\mathbf r}$ varies. Rules that move with the electron or are turned at random are treated after the proof.

## Lemma 1: exactness is a condition on products

*$Q_l=P_l$ on $H_{l'}$ if and only if the rule integrates every product $Y_{lm}Y_{l'm'}$ correctly.*

**Proof.** Put (1) into (3) with $f=Y_{l'm'}$:

$$(Q_lY_{l'm'})(\hat{\mathbf r})=\sum_mY_{lm}(\hat{\mathbf r})\,M_{mm'},\qquad M_{mm'}=4\pi\sum_iw_iY_{lm}(\mathbf u_i)Y_{l'm'}(\mathbf u_i).\tag{4}$$

The exact projection is $P_lY_{l'm'}=\sum_mY_{lm}\int Y_{lm}Y_{l'm'}d\Omega$. The $Y_{lm}$ are linearly independent functions of $\hat{\mathbf r}$, so the two agree for all $\hat{\mathbf r}$ if and only if $M_{mm'}=\int Y_{lm}Y_{l'm'}d\Omega$. Division by $4\pi$ gives the claim. $\square$

## Lemma 2: what the products span

*The products $Y_{lm}Y_{l'm'}$ span the sum of the spaces $H_L$ with $L\in D(l,l')$, and nothing else.*

**Proof.** Take $l\ge l'$, which loses nothing, and let $W$ be the complex span of the products. Complex harmonics, with azimuthal factor $e^{im\phi}$, may then be used.

*$W$ is made of whole spaces $H_L$.* The angular momentum operators are first-order derivatives, so they obey the product rule and map $W$ into itself. A projection onto one eigenvalue of $\mathbf L^2$ is a polynomial in $\mathbf L^2$ on this finite space, so $W$ contains the $H_L$ component of each of its members. From any nonzero member of $H_L$ the ladder operators generate all of $H_L$. Hence $W$ is the sum of the $H_L$ with $L$ in some set $S$.

*$S$ lies in $D(l,l')$.* A product is a polynomial of degree $l+l'$ in the components of $\mathbf u$, so $L\le l+l'$. Under $\mathbf u\to-\mathbf u$ it gains the factor $(-1)^{l+l'}$, while $H_L$ gains $(-1)^L$, so $L$ and $l+l'$ have the same parity. If $L\in S$, some integral of a product of three harmonics of degrees $l,l',L$ is nonzero. Then products of degrees $L$ and $l'$ have a component in $H_l$, and the upper bound just found gives $l\le L+l'$, that is, $L\ge l-l'$.

*No member of $D(l,l')$ is missing.* This set has $l'+1$ members. Consider the $l'+1$ products

$$Y_{l,\,l-l'+\mu}\,Y_{l',-\mu},\qquad\mu=0,1,\dots,l',$$

all with azimuthal factor $e^{i(l-l')\phi}$. A harmonic $Y_{lm}$ is proportional to $e^{im\phi}\sin^{|m|}\theta$ times the $|m|$-th derivative of the Legendre polynomial at $\cos\theta$. That derivative is nonzero at $\cos\theta=1$, because all zeros of a Legendre polynomial lie inside $(-1,1)$, and by Rolle's theorem so do those of its derivatives. Near the pole the products therefore begin with the powers

$$\sin^{(l-l'+\mu)+\mu}\theta=\sin^{l-l'+2\mu}\theta ,$$

which are all different, so the products are linearly independent. Each $H_L$ holds at most one independent function with a given azimuthal factor. Hence $S$ has at least $l'+1$ members, and $S=D(l,l')$. $\square$

## Proof of the theorem

**(a)** By Lemma 1, exactness means that the rule integrates all the products. Both sides of that condition are linear, so it means that the rule integrates their span, which Lemma 2 identifies.

**(b)** By linearity, the required degrees are the union of $D(l,l')$ over $l'\le l'_{\max}$. Every member satisfies $L\le l+l'_{\max}$ and $L\ge l-l'\ge l-l'_{\max}$. Conversely, take any $L$ in the stated range and put $l'=|L-l|$, which does not exceed $l'_{\max}$. If $L\ge l$, then $L=l+l'$ is the top of $D(l,l')$. If $L<l$, then $L=l-l'$ is its bottom. So every $L$ in the range occurs.

**(c)** Define the moment power

$$s_L=\sum_{ij}w_iw_jP_L(\mathbf u_i\cdot\mathbf u_j)=\frac{4\pi}{2L+1}\sum_M\Big[\sum_iw_iY_{LM}(\mathbf u_i)\Big]^2,\tag{5}$$

where the second form follows from (1). It is a sum of squares, so for $L\ge1$ it vanishes if and only if the rule integrates degree $L$. Seen from one octahedron vertex, the six vertices have cosines $1$, $-1$ and four times $0$. With $w_i=1/6$ every vertex contributes equally, so

$$s_L=\tfrac16\left[P_L(1)+P_L(-1)+4P_L(0)\right].$$

For odd $L$ this is zero. For $L=2$, $P_2(0)=-\frac12$ gives $\frac16(2-2)=0$. For $L=4$, $P_4(0)=\frac38$ gives

$$s_4=\tfrac16\left(2+\tfrac32\right)=\tfrac7{12}\approx0.583 .\qquad\square$$

**Remark on the degree count.** Exactness through degree $l+l'$ is sufficient, and by (b) the top degree cannot be dropped when all content up to $l'_{\max}$ is allowed. A rule may still integrate a high degree while failing at a lower one. A rule symmetric under $\mathbf u\to-\mathbf u$ integrates all odd degrees, because the terms cancel in pairs. The octahedron is therefore exact for $l=2$, $l'=3$, where $D=\{1,3,5\}$, although it fails at degree 4.

For the icosahedron the cosines are $\pm1$ and five times each of $\pm1/\sqrt5$, so for even $L$, $s_L=\frac1{12}[2+10P_L(1/\sqrt5)]$. Since $P_2(1/\sqrt5)=P_4(1/\sqrt5)=-\frac15$, degrees 2 and 4 are integrated. The first failure is at $L=6$, with $s_6=0.440$. Twelve points thus suffice for d on d, but not for d on $l'=4$ or for $l=3$ on $l'=3$, since both sets $D$ contain 6.

## What six points do to a d orbital

**Proposition 1.** *In the axes of the octahedron, $Q_2$ multiplies $x^2-y^2$ and $3z^2-1$ by $\frac52$ and sends $xy$, $yz$ and $zx$ to zero.*

**Proof.** On the unit sphere a d function is $f=f_e+f_t$. Here $f_t$ combines $xy,yz,zx$, and $f_e=a_1x^2+a_2y^2+a_3z^2$ with $a_1+a_2+a_3=0$, as Laplace's equation requires. At every vertex two coordinates vanish, so $f_t=0$ there, while $f_e=a_j$ at both vertices on axis $j$. With $\hat{\mathbf r}=(x_1,x_2,x_3)$, (3) gives

$$Q_2f=\frac56\cdot2\sum_ja_j\,\frac{3x_j^2-1}2=\frac56\Big[3\sum_ja_jx_j^2-\sum_ja_j\Big]=\frac52f_e.\qquad\square\tag{6}$$

New weights on the same vertices do not help. The values of all d functions there are fixed by $(a_1,a_2,a_3)$ with zero sum, which leaves two free numbers. The matrix $M$ in (4) then has rank at most 2 for any weights, whereas exactness needs the $5\times5$ unit matrix.

The opening numbers follow. At $r=0.5$ bohr the model potential $v_2(r)=-5e^{-2r^2}$ equals $-5e^{-0.5}=-3.033$ hartree. With vertices on the axes, $d_{xy}$ is invisible to the rule and the result is 0. Now turn the octahedron by $\chi$ about $z$. In its own axes $x',y'$ we have $x=x'\cos\chi-y'\sin\chi$ and $y=x'\sin\chi+y'\cos\chi$, so

$$xy=\sin2\chi\;\frac{x'^2-y'^2}2+\cos2\chi\;x'y'.\tag{7}$$

At $\chi=45^\circ$ the second term is absent, the whole orbital is multiplied by $\frac52$, and the local energy is $2.5\times(-3.0327)=-7.582$ hartree.

## Expectation values with a fixed rule

Give the orbital the radial factor $r^2e^{-4r}$. The radial probability density is then proportional to $r^2(r^2e^{-4r})^2=r^6e^{-8r}$, and the exact projector gives

$$E=\langle v_2\rangle=\frac{\int_0^\infty r^6e^{-8r}v_2(r)\,dr}{\int_0^\infty r^6e^{-8r}\,dr}=-1.458\ \text{hartree}=-39.67\ \text{eV}.$$

Variational Monte Carlo (VMC) averages the local energy over $\Psi^2$. For a normalized angular function $f$, the angular average of $Q_2f/f$ is $\int f^2(Q_2f/f)\,d\Omega=\int fQ_2f\,d\Omega$. The functions $(x'^2-y'^2)/2$ and $x'y'$ are orthogonal and have equal norms, since a $45^\circ$ turn maps one into the other up to sign. From (6) and (7) the energy factor is therefore

$$\int fQ_2f\,d\Omega=\tfrac52\sin^22\chi .$$

It is 0, 1.25 and 2.5 at $0^\circ$, $22.5^\circ$ and $45^\circ$, with energies 0, $-1.822$ and $-3.644$ hartree. The energy of an isolated orbital should not depend on how the rule is turned. Averaging over $\chi$ alone does not repair this: the mean of $\sin^22\chi$ is $\frac12$, which leaves a factor $\frac54$.

**Proposition 2.** *If one octahedron vertex is always placed along $\hat{\mathbf r}$, then $Q_2f=\frac52f$ at that point for every d function, whatever the azimuth of the other vertices.*

**Proof.** The nodes are $\pm\hat{\mathbf r}$, $\pm\mathbf e_1$ and $\pm\mathbf e_2$, with $\hat{\mathbf r},\mathbf e_1,\mathbf e_2$ orthonormal. A d function is a quadratic form with zero trace, so $f(\hat{\mathbf r})+f(\mathbf e_1)+f(\mathbf e_2)=0$. As $f$ is even, the four equatorial values sum to $-2f(\hat{\mathbf r})$. With $P_2(\pm1)=1$ and $P_2(0)=-\frac12$,

$$Q_2f=\tfrac56\left[2f(\hat{\mathbf r})-\tfrac12\left(-2f(\hat{\mathbf r})\right)\right]=\tfrac52f(\hat{\mathbf r}).\qquad\square$$

In the example this gives $-3.644$ hartree, or $-99.17$ eV, instead of $-39.67$ eV. A random azimuth about $\hat{\mathbf r}$ leaves the bias untouched.

## Random orientation: no bias, more noise

**Proposition 3.** *Turn the whole rule by a uniformly random rotation $R$, independent of $\hat{\mathbf r}$. Then the mean of $Q_lf$ is $P_lf$ for any rule with $\sum_iw_i=1$.*

**Proof.** Each turned node $R\mathbf u_i$ is uniformly distributed on the sphere. The mean of the $i$-th term in (3) is then $w_i\frac{2l+1}{4\pi}\int P_l(\hat{\mathbf r}\cdot\mathbf u)f(\mathbf u)d\Omega=w_iP_lf$, and the weights sum to one. $\square$

For six points this restores the mean VMC energy, and the failure at degree 4 becomes variance. For a normalized d orbital, the mean square of $Q_2f/f$ over $f^2$ at a given rotation is $\int(Q_2f)^2d\Omega=\frac{25}4\int f_e^2d\Omega$, by (6). Here $f_e$ is the projection of $f$ on a two-dimensional subspace of $H_2$ that turns with the rule. Averaged over all rotations, this projector commutes with rotations, so it is a multiple of the unit operator on $H_2$. Its trace is 2, and the multiple is $\frac25$. Hence

$$\left\langle\left(\frac{Q_2f}{f}\right)^2\right\rangle=\frac{25}4\cdot\frac25=\frac52 .\tag{8}$$

The value is the same at every $r$, so the nonlocal energy has variance $\frac52\langle v_2^2\rangle-E^2$ per independent sample, against $\langle v_2^2\rangle-E^2$ with the exact projector. The added variance is $\frac32\langle v_2^2\rangle$. With $\langle v_2^2\rangle=3.360$ hartree$^2$ and $E^2=2.125$ hartree$^2$,

$$2.5\times3.3604-2.1250=6.276,\qquad3.360-2.125=1.235\quad(\text{hartree}^2).$$

The standard deviations are 2.505 and 1.111 hartree, and the variance ratio is 5.08. To reach the same error bar on this term, six random points need, in this model, about five times as many independent samples as an exact rule. That factor depends on $v_2(r)$ and on the radial function; only the added variance $\frac32\langle v_2^2\rangle$ holds for any d orbital. The ratio refers to the nonlocal term alone. By Proposition 3 the quadrature error has zero mean at every electron position, so it is uncorrelated with the other parts of the local energy and adds the same $\frac32\langle v_2^2\rangle$ to the variance of the full local energy of this orbital. The ratio for the full energy then depends on the variance that the full local energy has with the exact projector.

A run of 200,000 samples gives $-1.457\pm0.006$ hartree with six random points and $-1.455\pm0.002$ hartree with twelve fixed ones. The error bars are the standard deviations derived above divided by $\sqrt{200\,000}$, so the run tests the means and not the variances. Both means agree with $-1.458$ hartree within about one standard error.

Proposition 3 covers quantities linear in the estimate. A squared local energy acquires the added variance as a bias, which matters when a trial function is optimized by minimizing variance. A weight $e^{-\tau E_L}$, with $E_L$ the local energy and $\tau$ a time step, is also biased: the exponential is convex, so its mean exceeds the exponential of the mean whenever the estimate fluctuates. At a fixed position, with $\sigma^2$ the variance of the estimate over rotations, expanding in $\tau$ shows that the mean weight corresponds to an energy lowered by $\tau\sigma^2/2$ to leading order. The shift vanishes linearly as $\tau\to0$, but it is large near a node of $f$, where $Q_lf$ need not vanish and $\sigma$ grows as $1/|f|$.

## General trial functions

In a molecule $f$ is not a pure d function. Orbitals on other centres and electron correlation factors generally bring in all $l'$, and then exactness up to some $l'_{\max}$ leaves a remainder. Its size near the core can be estimated if $\Psi$ is smooth there as a function of the electron's position. The Taylor terms of order $n$ are $r^n$ times polynomials of degree $n$ in $\mathbf u$, which contain only $l'\le n$. Content $l'$ therefore begins no earlier than $r^{l'}$. The orders below are limits for small $r$. They apply only when $r$ is small compared with the distance from the core to the nearest other electron or nucleus, where $\Psi$ has a cusp. When another electron lies near the sphere of radius $r$, as happens within the range of a pseudopotential, the expansion fails and the error need not fall at these rates.

For the d projector, the octahedron is exact for $l'=0$ and 1 and first fails at $l'=2$, so its error is generally of order $r^2$. This is the order of the d component itself, and the error relative to that component does not shrink as $r\to0$. The icosahedron first fails when $D(2,l')$ contains 6, that is, at $l'=4$. Its error is of order $r^4$, and relative to a nonzero leading d component it falls as $r^2$. For a smooth exponential test function, halving $r$ from 0.2 to 0.1 bohr gives observed orders 2.005 and 4.003. The numerical check also compares part (a) with the matrix (4) for rules of four, six and twelve points and all $l,l'\le4$.

## Table of computed values

```
Highest degree integrated exactly, and moment powers s_L (no unit)
  4 points: degree 2; s_1..s_6 = 0.0000 0.0000 0.5556 0.2593 0.0000 0.3951
  6 points: degree 3; s_1..s_6 = 0.0000 0.0000 0.0000 0.5833 0.0000 0.1250
  12 points: degree 5; s_1..s_6 = 0.0000 0.0000 0.0000 0.0000 0.0000 0.4400
Largest matrix error of the d projector on l' = 0,1,2,3,4 (no unit)
  4 points: 0.0000 1.2910 1.0000 1.3147 1.9245
  6 points: 0.0000 0.0000 1.5000 0.0000 2.1651
  12 points: 0.0000 0.0000 0.0000 0.0000 1.2647
Six-point d-d eigenvalues: [0.0, 0.0, 0.0, 2.5, 2.5]
Rank of the five d functions on 6 / 12 points: 2 / 5
Mean square of Q f/f, random rotations: 2.500000
Order in r of d-projector error, 6 / 12 points: 2.005 / 4.003
Model: A = -5.0 hartree, alpha = 2.0 bohr^-2, zeta = 4.0 bohr^-1
Local nonlocal energy at r = 0.5 bohr along (1,2,2)/3, hartree
  exact v_2(r):                  -3.03265
  6 points, axes x,y,z:          0.00000
  6 points, turned 45 deg on z:  -7.58163
  6 points, vertex locked to r:  -7.58163
  12 points:                     -3.03265
  6 points, random: mean -3.03265, std. dev. 4.16579
Expectation value of the nonlocal energy
  exact projector: -1.45775 hartree = -39.667 eV
  6 points fixed, turned 0.0 deg: factor 0.0000, 0.00000 hartree
  6 points fixed, turned 22.5 deg: factor 1.2500, -1.82219 hartree
  6 points fixed, turned 45.0 deg: factor 2.5000, -3.64437 hartree
  6 points, locked vertex: -3.64437 hartree = -99.168 eV
Mean of v_2 squared: 3.36040 hartree^2
Std. dev. per sample, exact projector:  1.11147 hartree
Std. dev. per sample, 6 random points:  2.50519 hartree
Variance ratio, 6 random / exact: 5.080
Monte Carlo with 200000 samples, hartree
  6 random points: -1.45666, standard error 0.00560
  12 fixed points: -1.45506, standard error 0.00249
```
